\section*{Dechannelling along a crystal axis from diffusion in transverse energy}

\section{Dechannelling as diffusion in transverse energy}

An ion beam aligned with a crystal axis is steered away from the atomic strings, and few of its ions come close enough to a nucleus to be backscattered. In a static string potential the fraction that is able to is fixed at the surface and stays the same at every depth, although the actual encounter rate oscillates with depth near the surface. For 2\,MeV helium in silicon, treated below, the fraction able to come within 0.015\,nm of a string would be 1.9\,\%. With scattering from electrons and vibrating nuclei in a perfect crystal, about 14\,\% have at some time been able to do so by a depth of 2\,$\mu$m, and about 10\,\% are able to at that depth. An analysis that leaves this growth out assigns it to displaced atoms, and so reports damage that is not there.

\subsection{Transverse motion and the kick from one atom}

Let an ion of mass $M$, speed $v$, momentum $p=Mv$ and energy $E$ move at a small angle $\boldsymbol\theta$ to the axis $z$. Its transverse momentum is $\mathbf p_\perp=p\boldsymbol\theta$, and $p^2=2ME$, so $p_\perp^2/2M=E\theta^2$. With a string potential $U(r)$ the transverse energy is
\begin{equation}
\varepsilon=E\theta^2+U(r).\label{eps}
\end{equation}
The beam energy is held constant, the ion is a bare nucleus, and $r$ is the distance to the nearest string. From $d\mathbf p_\perp/dt=-\nabla U$, $dz=v\,dt$ and $pv=2E$ follows $d\boldsymbol\theta/dz=-\nabla U/2E$. Without random kicks, $\varepsilon$ is conserved.

Take the Lindhard standard potential of one atom,
\begin{equation}
V(R)=K\left[\frac1R-\frac1{\sqrt{R^2+c}}\right],\quad K=\frac{Z_1Z_2e^2}{4\pi\epsilon_0},\quad c=3a^2,
\end{equation}
with $a$ the Thomas--Fermi screening length. For large $Z$, $\int_{-Z}^{Z}dz/\sqrt{z^2+b^2}\to2\ln(2Z/b)$. The two terms together give
\begin{equation}
\int_{-\infty}^{\infty}V\,dz=2K\ln\frac{\sqrt{b^2+c}}{b}=K\ln\left(1+\frac c{b^2}\right).\label{line}
\end{equation}
The impulse on a nearly straight path is $-1/v$ times the gradient of \eqref{line}. Since
\begin{equation}
\frac{d}{db}\ln\left(1+\frac c{b^2}\right)=\frac{2b}{b^2+c}-\frac2b=-\frac{2c}{b(b^2+c)},
\end{equation}
the impulse is $(2K/v)g$, directed away from the atom. Division by $p$ gives the deflection
\begin{equation}
\delta\boldsymbol\theta=\frac KE\,\mathbf g,\qquad \mathbf g=g(b)\hat{\mathbf b},\qquad g(b)=\frac{c}{b(b^2+c)}.\label{kick}
\end{equation}

\subsection{Vibrating nuclei: mean force and variance}

Atoms on a string are a distance $d$ apart. Let each have an independent Gaussian transverse displacement $\mathbf u$ of rms $\sigma$ per direction; correlations between neighbours are neglected. An ion at $\mathbf r$ then meets the atom at $\mathbf b=\mathbf r-\mathbf u$. The mean deflection per atom, $(K/E)\langle g_r\rangle$, must equal $-U'd/2E$, so the averaged potential obeys
\begin{equation}
-U'(r)=\frac{2K}{d}\langle g_r\rangle.\label{force}
\end{equation}

What remains is a random deflection. A random $\delta\boldsymbol\theta$ of zero mean adds $E\langle\delta\theta^2\rangle$ to $\varepsilon$ on average, so the nuclear gain per path is
\begin{equation}
G_n(r)=\frac{K^2}{Ed}\left[\langle g^2\rangle_{b>b_h}-\langle g_r\rangle^2\right].\label{Gn}
\end{equation}
The cut $b_h$ is needed because $g\simeq1/b$ near the nucleus and $\int b\,db/b^2$ diverges logarithmically. Close encounters are also not small kicks. They are separated where a single kick carries the energy $\varepsilon_c$ needed to leave the channel:
\begin{equation}
\frac{K^2}{Eb_h^2}=\varepsilon_c\quad\Rightarrow\quad b_h=\frac{K}{\sqrt{E\varepsilon_c}}.\label{bh}
\end{equation}
Encounters with $b<b_h$ are counted as direct loss, with probability per path $h(r)=\mathrm{Prob}(b<b_h)/d$. Their small share of the mean force stays in \eqref{force}.

Far from the string, with $\sigma\ll r$, expand $g_i(\mathbf r-\mathbf u)\simeq g_i-u_j\partial_jg_i$. Because $\langle u_ju_k\rangle=\sigma^2\delta_{jk}$, the bracket in \eqref{Gn} becomes $\sigma^2\sum_{ij}(\partial_jg_i)^2$. A radial field has the derivative $g'$ along the radius and $g/r$ across it, hence
\begin{equation}
G_n\simeq\frac{K^2\sigma^2}{Ed}\left[g'^2+\frac{g^2}{r^2}\right].\label{far}
\end{equation}
For $r^2\gg c$ one has $g\propto r^{-3}$ and $G_n\propto r^{-8}$: thermal scattering is confined to the neighbourhood of the strings.

\subsection{Electrons}

For this part use atomic units, $\hbar=m=e^2/4\pi\epsilon_0=1$. A charge $Z_1$ has the Fourier potential $4\pi Z_1/q^2$. The golden rule gives the rate of momentum transfers in a medium of electron density $n_e$ as
\begin{equation}
\Gamma=\int\!\frac{d^3q}{(2\pi)^3}\left(\frac{4\pi Z_1}{q^2}\right)^2 2\pi n_e\,S(q,\mathbf q\cdot\mathbf v),
\end{equation}
where $S$ is the response per electron and the recoil energy of the heavy ion is neglected. The sum rule $\int\omega S\,d\omega=q^2/2$ fixes the strength of a single-pole model:
\begin{equation}
S=\frac{q^2}{2\omega_q}\delta(\omega-\omega_q),\qquad \omega_q^2=w^2+\left(\frac{q^2}2\right)^2 .
\end{equation}
It has a resonance $w$ at small $q$ and a free-electron recoil at large $q$. The angular integral of the delta function gives $2\pi/qv$ if $qv>\omega_q$. Collecting factors and dividing by $v$, the rate per path is $(4\pi Z_1^2n_e/v^2)\int dq/(q\omega_q)$. Each transfer has $q_\parallel=\omega_q/v$, so $q_\perp^2=q^2-\omega_q^2/v^2$, and it adds $q_\perp^2/2M$ on average. With $Mv^2=2E$, and with ordinary units restored in the prefactor while the dimensionless integral $L$ stays in atomic units,
\begin{equation}
G_e=\frac{2\pi n_e}{E}\left(\frac{Z_1e^2}{4\pi\epsilon_0}\right)^2L,\qquad L=\int\frac{dq}{q}\,\frac{q_\perp^2}{2\omega_q}.\label{Ge}
\end{equation}

To evaluate $L$, put $x=q^2/2$, so that $dq/q=dx/2x$ and $\omega=\sqrt{w^2+x^2}$:
\begin{align}
L&=\frac12\int_{x_-}^{x_+}\frac{dx}{\omega}-\frac1{4v^2}\int_{x_-}^{x_+}\frac{\omega}{x}\,dx\nonumber\\
&=\left[\frac12\sinh^{-1}\frac xw-\frac{\omega-w\sinh^{-1}(w/x)}{4v^2}\right]_{x_-}^{x_+}.\label{L}
\end{align}
The limits solve $q^2v^2=\omega_q^2$, that is $x^2-2v^2x+w^2=0$, so $x_\pm=v^2\pm\sqrt{v^4-w^2}$. For $w\ll v^2$, $x_+\simeq2v^2$: the first term tends to $\frac12\ln(4v^2/w)$ and the second to $\frac12$. Thus
\begin{equation}
L\simeq\tfrac12\left[\ln\frac{4mv^2}{w}-1\right],\label{Llead}
\end{equation}
where $w$ now denotes an energy. The limits are real for $w<mv^2$; a shell bound more tightly does not contribute in this model.

\subsection{Averaging over the energy shell}

Let $f(\mathbf r,\mathbf p_\perp,z)$ be the density in transverse phase space, $Q_{ij}(\mathbf r)$ the covariance of the momentum kicks per path, and $Q$ its trace. For small kicks
\begin{equation}
\frac{\partial f}{\partial z}=\frac1v\{\mathcal H,f\}+\frac12Q_{ij}\frac{\partial^2f}{\partial p_i\partial p_j}-hf,\label{kin}
\end{equation}
with $\mathcal H=p_\perp^2/2M+U$. The essential assumption is that an ion explores its accessible phase space before $\varepsilon$ changes much. Then $f=F(\varepsilon,z)$. Since $d^2p=2\pi M\,d(p^2/2M)$, the density of states is
\begin{equation}
\int d^2r\,d^2p\;\delta(\varepsilon-\mathcal H)=2\pi MA(\varepsilon),
\end{equation}
where $A(\varepsilon)$ is the area per string with $U<\varepsilon$. The distribution in transverse energy is therefore $n=2\pi MAF$.

Multiply \eqref{kin} by a smooth $\varphi(\mathcal H)$ that vanishes at $\varepsilon_c$ and integrate over phase space. The bracket term drops out, because motion under $\mathcal H$ conserves $\varphi(\mathcal H)$. In the diffusion term one integration by parts over momentum is allowed, since $Q_{ij}$ depends on position alone. With $\partial\mathcal H/\partial p_i=p_i/M$,
\begin{equation}
\int\!\varphi\frac{\partial n}{\partial z}d\varepsilon=-\frac12\int\! d^2r\,d^2p\;Q_{ij}\frac{p_ip_j}{M^2}\varphi'F'-\int\! d^2r\,d^2p\;h\varphi F.
\end{equation}
At fixed $\mathbf r$ all directions of $\mathbf p_\perp$ are equally likely, so $p_ip_j\to\frac12p_\perp^2\delta_{ij}$ and the trace alone survives. Insert $p_\perp^2=2M(\varepsilon-U)$ and $d^2p=2\pi M\,d\varepsilon$. The diffusion term becomes $-\int d\varepsilon\,\varphi'F'\,\pi\!\int Q(\varepsilon-U)\,d^2r$. The local energy gain per path is $G=Q/2M=G_e+G_n$, so $\pi Q=2\pi MG$. Since $2\pi MF=n/A$, a second integration by parts, now over $\varepsilon$ and for arbitrary $\varphi$, yields
\begin{align}
\frac{\partial n}{\partial z}&=\frac{\partial}{\partial\varepsilon}\left[B\frac{\partial}{\partial\varepsilon}\frac nA\right]-\frac HA\,n,\label{FP}\\
B(\varepsilon)&=\int_{U<\varepsilon}G\,(\varepsilon-U)\,d^2r,\qquad H(\varepsilon)=\int_{U<\varepsilon}h\,d^2r.\label{BH}
\end{align}

The product rule turns the first term of \eqref{FP} into $\partial_\varepsilon^2(Bn/A)-\partial_\varepsilon(B'n/A)$. The mean drift is thus $B'/A$, and half the rate of growth of the variance is $B/A$. Differentiating \eqref{BH} gives $B'=\int_{U<\varepsilon}G\,d^2r$, because the integrand vanishes at the moving edge. The drift is the average of $G$ over the accessible area, as energy balance requires.

\subsection{Absorbing boundary and decay modes}

An ion counts as dechannelled once it can reach a radius $r_c$ where nuclear scattering is strong. This gives
\begin{equation}
n(\varepsilon_c,z)=0,\qquad \varepsilon_c=U(r_c),\qquad \chi(z)=1-\int^{\varepsilon_c}\!n\,d\varepsilon.\label{chi}
\end{equation}
The radius is a choice, and $\chi$ is the fraction that has ever crossed, without return. A parallel beam enters with $\theta=0$ and uniform position, so $\varepsilon=U(r)$. If $A_0$ is the area per string, $n(\varepsilon,0)=A'(\varepsilon)/A_0$ and $\chi(0)=\pi r_c^2/A_0$.

Modes $n=AF_k(\varepsilon)e^{-\lambda_kz}$ satisfy
\begin{equation}
(BF_k')'-HF_k=-\lambda_kAF_k,\qquad F_k(\varepsilon_c)=0.\label{mode}
\end{equation}
Multiplying by $F_k$ and integrating gives $\lambda_k\int AF_k^2=\int(BF_k'^2+HF_k^2)>0$, so every mode decays. The operator is self-adjoint, so modes with different $\lambda_k$ are orthogonal with weight $A$, and their amplitudes are $\int n(\varepsilon,0)F_k\,d\varepsilon/\int AF_k^2\,d\varepsilon$.

Two limits with uniform $G$ and $H=0$ can be solved. In a harmonic well $U=\frac12kr^2$, $d^2r=(2\pi/k)\,dU$, so $A=2\pi\varepsilon/k$ and $B=\pi G\varepsilon^2/k$. Equation \eqref{mode} becomes
\begin{equation}
\varepsilon^2F''+2\varepsilon F'+\frac{2\lambda}{G}\varepsilon F=0 .
\end{equation}
With $s=2\sqrt{2\lambda\varepsilon/G}$ one has $\varepsilon\,d/d\varepsilon=\frac12s\,d/ds$, and the equation turns into $s^2F_{ss}+3sF_s+s^2F=0$. Setting $F=y/s$ gives $s^2y''+sy'+(s^2-1)y=0$, whose regular solution is $J_1(s)$. In a flat cell, $U=0$ and $A=A_0$, so $B=GA_0\varepsilon$; the same substitution with $s=2\sqrt{\lambda\varepsilon/G}$ leads to $J_0(s)$. The first zeros $j_{11}$ and $j_{01}$ at the boundary give
\begin{equation}
\lambda_1^{\rm harm}=\frac{j_{11}^2}{8}\frac G{\varepsilon_c}\simeq1.84\frac G{\varepsilon_c},\qquad
\lambda_1^{\rm flat}=\frac{j_{01}^2}{4}\frac G{\varepsilon_c}\simeq1.45\frac G{\varepsilon_c}.\label{limits}
\end{equation}
In both, the decay length is of the order of the boundary energy divided by the gain per path. The numerical mode solver, run on the harmonic case, returned 1.835, in agreement with \eqref{limits}.

\subsection{Helium in silicon}

Take 2\,MeV helium along $\langle100\rangle$ silicon, with lattice constant $d=0.543$\,nm, $\sigma=0.0075$\,nm and $r_c=2\sigma=0.015$\,nm. The strings form a square array with $A_0=0.03686$\,nm$^2$, and $K=40.32$\,eV\,nm. The averaged potential gives $\varepsilon_c=134.8$\,eV, and \eqref{bh} gives
\begin{equation}
b_h=\frac{40.32}{\sqrt{2.00\times10^6\times134.8}}\ \mathrm{nm}=0.0025\ \mathrm{nm}.
\end{equation}
The initial loss is $\pi(0.015)^2/0.03686=1.9\,\%$.

The four valence electrons per atom are taken as uniform, with density 199.9\,nm$^{-3}$ and $w=16.6$\,eV, their plasmon energy. With $mv^2=548$\,eV, \eqref{L} gives $L=1.905$; the leading form \eqref{Llead} gives 1.942. Since $Z_1e^2/4\pi\epsilon_0=K/14=2.880$\,eV\,nm, \eqref{Ge} yields
\begin{equation}
G_e^{\rm val}=\frac{2\pi(2.880)^2\times199.9\times1.905}{2.00\times10^6}\ \frac{\rm eV}{\rm nm}=9.9\ \frac{\rm eV}{\mu\rm m}.
\end{equation}
The L shell is added with the density of an unrestricted Hartree--Fock atom (cc-pVDZ basis), averaged along the string, and with $w=129$\,eV, its mean orbital energy; $L$ is then 0.76. A larger basis leaves these values unchanged, but $w$ is uncertain: 270\,eV, nearer the mean excitation energy of the shell, gives $L=0.32$ and lowers $\chi$ of the parallel beam at 2\,$\mu$m from 14.0 to 13.4\,\%, while smearing the shell density with the thermal vibration raises it to 14.2\,\%. Taking this gain as proportional to the local density is an approximation: the ion can excite the shell from a distance of about $\hbar v/w=0.05$\,nm, which is more than the size of the shell, so the gain in the open channel is somewhat underestimated. The K shell, bound by roughly 1.8\,keV, lies above $mv^2$ and is left out. The local gains are:
\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & $U$ (eV) & $G_e$ (eV/$\mu$m) & $G_n$ (eV/$\mu$m)\\
0.015 & 135 & 118 & 5460\\
0.020 & 103 & 87 & 1990\\
0.030 & 63 & 41 & 247\\
0.050 & 29 & 13 & 11\\
0.090 & 10 & 10 & 0.2
\end{tabular}
\end{center}
Electrons dominate in the open channel and nuclei near the strings. Averaged over the accessible area, the drift is 11\,eV/$\mu$m at $\varepsilon=20$\,eV, 25 at 67\,eV and 85 at 121\,eV.

The slowest mode has a decay length of 4.9\,$\mu$m. In the flat-cell limit \eqref{limits} this corresponds to a uniform gain of $134.8/(1.446\times4.855)=19$\,eV/$\mu$m, within the range of these drifts.

Equation \eqref{FP} was tested against trajectories of 5000 ions per run. One simulation applied Gaussian kicks with the local gains and the hard loss. The other let the ions pass individual, randomly displaced atoms with the deflection \eqref{kick}, plus the electronic kicks. Runs started either evenly spread over the shell $\varepsilon=\varepsilon_c/2$ or as a parallel beam. The fractions that had crossed $\varepsilon_c$, in per cent, are:
\begin{center}
\begin{tabular}{lccc}
 & 0.5\,$\mu$m & 1\,$\mu$m & 2\,$\mu$m\\
shell, equation \eqref{FP} & 17.8 & 39.4 & 61.4\\
shell, Gaussian kicks & 15.9 & 35.5 & 57.4\\
shell, single atoms & 16.8 & 36.7 & 58.9\\
parallel, equation \eqref{FP} & 4.9 & 7.3 & 14.0\\
parallel, single atoms & 5.3 & 7.6 & 13.4
\end{tabular}
\end{center}
The shell row of the equation falls to 17.6, 39.2 and 61.2 when the start is placed exactly at $\varepsilon_c/2$ on a finer energy mesh. It then lies above the Gaussian run by 7 to 11\,\% of the latter, which is more than the counting noise. A likely cause is the averaging assumption. At $\varepsilon_c/2$ an ion crosses one cell in about 33\,nm if its transverse energy is taken as all kinetic. Over this length its energy spreads by $\sqrt{2\times762\times0.033}\simeq7$\,eV, where $B/A=762$\,eV$^2/\mu$m. This is small beside the 67\,eV left to the boundary. At 121\,eV, where $B/A=3360$\,eV$^2/\mu$m and the crossing on the same estimate takes about 25\,nm, the spread is 13\,eV and the remaining distance 13\,eV. Near the boundary the energy thus changes too fast for full averaging. For the parallel beam at 2\,$\mu$m the difference is within the three-standard-error noise of 1.5 percentage points.

\subsection{What the fraction depends on}

At 2\,$\mu$m the parallel beam has lost 12.0 percentage points beyond its initial 1.9\,\%. With electrons alone the increase is 6.0 points, and with nuclei alone 4.8. The sum falls short of the joint result. The table of gains suggests why: electrons lift ions from the open channel to energies at which nuclei scatter them strongly. Switching off the direct loss $H$, with the cut $b_h$ kept, lowers $\chi$ from 13.95 to 13.90\,\%. Hard encounters must be separated to make $G_n$ finite, but their own contribution is small here.

The boundary matters more. With all else fixed, $r_c=0.012$\,nm gives 12.1\,\% and $r_c=0.020$\,nm gives 18.7\,\%, part of the change being the initial loss. A value of $\chi$ therefore has meaning only together with its $r_c$. The absence of return is also a definition and not a property of the ions. In the single-atom run 13.4\,\% of the parallel beam had crossed $\varepsilon_c$ by 2\,$\mu$m, but 10.1\,\% were above it at that depth. About a quarter of the ions that had crossed were back in a channel, so $\chi$ overstates the fraction dechannelled at a given depth.

The lattice constant and vibration amplitude are rough room-temperature values. The initial 1.9\,\% is of the size found for good crystals, where the near-surface yield is roughly a few per cent of the random one. Real beams do not keep a constant energy: the electron model gives a loss of 0.41\,MeV over 2\,$\mu$m, or 21\,\% of $E$. Repeating the calculation at the mean energy raises $\chi$ from 14.0 to 15.5\,\%. This omits the accompanying decrease of $E\theta^2$ at fixed angle, which acts the other way and is larger: added to \eqref{FP} as a drift $-|dE/dz|\,(\varepsilon-U)/E$, it brings $\chi$ to 13.4--13.5\,\%, slightly below the constant-energy value. A vibration amplitude 20\,\% larger, at fixed $r_c$, gives 17.8\,\%, so a warm sample needs its own background curve. A beam inclined by $0.05^\circ$ gains 1.5\,eV of transverse energy. This is little beside $\varepsilon_c$, yet equation \eqref{FP} then gives a $\chi$ about one percentage point higher at 2\,$\mu$m. The potential matters at the same level: summing all strings instead of the nearest gives 14.1\,\%, and the Moli\`ere screening function in place of Lindhard's gives 15.0\,\% with the nearest string and 15.3\,\% with all. Surface oxide and lattice defects are absent from the model. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
beam energy 2.00 MeV, lattice constant 0.543 nm
vibration rms 0.0075 nm, boundary radius 0.0150 nm
string array side 0.1920 nm, area 0.03686 nm2
K 40.319 eV nm, K/d 74.25 eV, screening 0.01944 nm
lowest potential 4.46 eV
boundary energy 134.80 eV
boundary angle 0.470 deg
hard-encounter distance 0.00246 nm
electron m v^2 548.4 eV, plasmon 16.60 eV
valence density 199.9 nm^-3
L shell: 8.000 electrons, mean energy 128.6 eV
log factor valence 1.9050, leading form 1.9419
log factor L shell 0.7573
r 0.015 nm: U 134.80 eV, gain e 118.184, n 5463 eV/um
r 0.020 nm: U 103.37 eV, gain e 87.109, n 1989 eV/um
r 0.030 nm: U 62.91 eV, gain e 40.874, n 246.9 eV/um
r 0.050 nm: U 28.53 eV, gain e 13.394, n 11.45 eV/um
r 0.090 nm: U 9.84 eV, gain e 9.953, n 0.1885 eV/um
e 20.00 eV: A 0.02506 nm2, drift 10.57 eV/um, B/A 92.1 eV2/um
e 67.40 eV: A 0.03430 nm2, drift 24.59 eV/um, B/A 762.0 eV2/um
e 121.32 eV: A 0.03595 nm2, drift 84.78 eV/um, B/A 3359.3 eV2/um
sampled/computed nuclear variance 0.9982
small-vibration variance ratio 1.00176
harmonic decay: solver 1.83524, Bessel 1.83525
slowest decay length 4.855 um
initial loss of parallel beam 1.91 %
start e_c/2, 500 nm: equation 17.75, Gauss 15.92, atoms 16.84 %
start e_c/2, 1000 nm: equation 39.37, Gauss 35.48, atoms 36.70 %
start e_c/2, 2000 nm: equation 61.36, Gauss 57.42, atoms 58.92 %
parallel, 500 nm: equation 4.94, atoms 5.26, now above e_c 3.92 %
parallel, 1000 nm: equation 7.31, atoms 7.64, now above e_c 5.98 %
parallel, 2000 nm: equation 13.95, atoms 13.44, now above e_c 10.12 %
ions per simulation 5000, three-sigma noise at last parallel point 1.47 %
electrons only: lost at 2000 nm 7.86 %, at start 1.91 %
nuclei only: lost at 2000 nm 6.68 %, at start 1.91 %
no hard encounters: lost at 2000 nm 13.90 %, at start 1.91 %
boundary radius 0.012 nm: lost at 2000 nm 12.12 %, at start 1.23 %
boundary radius 0.020 nm: lost at 2000 nm 18.71 %, at start 3.41 %
vibration 20 % larger: lost at 2000 nm 17.82 %, at start 1.91 %
mean energy after loss: lost at 2000 nm 15.45 %, at start 1.91 %
model stopping 206.4 eV/nm, loss 412.8 keV, 20.6 % of beam energy
0.05 deg divergence adds 1.52 eV
depth to cross one cell at e_c/2 33.1 nm
\end{verbatim}
